# The generalized Brillouin theorem and the orbital gradient of multiconfigurational SCF

## Definitions and conventions

Let $\phi_p$ be real orthonormal spatial orbitals, and let $a^\dagger_{p\sigma}$ create an electron with spin $\sigma$ in $\phi_p$. Hartree atomic units are used. The operators

$$E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma},\qquad e_{pqrs}=\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}$$

are related by $e_{pqrs}=E_{pq}E_{rs}-\delta_{qr}E_{ps}$, as follows from moving $a_{q\sigma}$ to the right through $a^\dagger_{r\tau}a_{s\tau}$. The spin-free Hamiltonian is

$$H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}g_{pqrs}e_{pqrs}+E_{\rm nuc},\qquad g_{pqrs}=(pq|rs).$$

For real orbitals, $h_{pq}=h_{qp}$ and $g_{pqrs}=g_{qprs}=g_{pqsr}=g_{rspq}$.

The state $|0\rangle$ is normalized and has real coefficients in the determinant basis. It need not be an eigenstate of anything. Its density matrices and generalized Fock matrix are

$$D_{pq}=\langle0|E_{pq}|0\rangle,\qquad d_{pqrs}=\langle0|e_{pqrs}|0\rangle,$$
$$F_{pq}=\sum_r D_{pr}h_{qr}+\sum_{rst}d_{prst}\,g_{qrst}.$$

The first index of $F$ belongs to the density, the second to the integrals. Thus $F$ is not symmetric in general.

Exchanging the two index pairs in $e_{pqrs}$ costs two fermion signs, so $d_{pqrs}=d_{rspq}$. Hermitian conjugation gives $e_{pqrs}^\dagger=e_{qpsr}$. Since all expectation values are real, $D_{pq}=D_{qp}$ and $d_{pqrs}=d_{qpsr}$. Exchange within a single pair, $d_{pqrs}=d_{qprs}$, is not assumed.

Orbital rotations are described by a real antisymmetric matrix $\kappa$ and

$$\hat\kappa=\sum_{p>q}\kappa_{pq}(E_{pq}-E_{qp})=\sum_{pq}\kappa_{pq}E_{pq},\qquad E(\kappa)=\langle0|e^{\hat\kappa}He^{-\hat\kappa}|0\rangle .$$

The trial state is therefore $e^{-\hat\kappa}|0\rangle$. Replacing $\kappa$ by $-\kappa$ would reverse every gradient below.

## Theorem

Under these assumptions, for $p>q$,

$$\left.\frac{\partial E}{\partial\kappa_{pq}}\right|_{0}=2(F_{pq}-F_{qp})=-2\langle0|H(E_{pq}-E_{qp})|0\rangle .$$

Consequently the energy is stationary under all real orbital rotations if and only if $F$ is symmetric, or equivalently

$$\langle0|H(E_{pq}-E_{qp})|0\rangle=0\quad\text{for all }p>q.$$

This last condition is the generalized Brillouin theorem.

## Lemma 1: the operator rotation rotates the orbitals

The anticommutation rules give $[E_{pq},a^\dagger_{r\sigma}]=\delta_{qr}a^\dagger_{p\sigma}$, hence

$$[\hat\kappa,a^\dagger_{r\sigma}]=\sum_p a^\dagger_{p\sigma}\kappa_{pr}.$$

Define $b_r(s)=e^{-s\hat\kappa}a^\dagger_{r\sigma}e^{s\hat\kappa}$. Differentiation gives

$$b_r'(s)=-e^{-s\hat\kappa}[\hat\kappa,a^\dagger_{r\sigma}]e^{s\hat\kappa}=-\sum_p b_p(s)\kappa_{pr}.$$

With $b_r(0)=a^\dagger_{r\sigma}$, the solution at $s=1$ is

$$e^{-\hat\kappa}a^\dagger_{r\sigma}e^{\hat\kappa}=\sum_p a^\dagger_{p\sigma}[e^{-\kappa}]_{pr},\qquad \tilde\phi_r=\sum_p\phi_p[e^{-\kappa}]_{pr}.$$

Because $\hat\kappa$ annihilates the vacuum, $e^{-\hat\kappa}$ turns each determinant into the same determinant built from the new orbitals. The CI coefficients do not change. Antisymmetry of $\kappa$ makes $e^{-\kappa}$ orthogonal, so orthonormality is retained without Lagrange multipliers. $\square$

## Lemma 2: the commutator with the Hamiltonian

For equal spins, the two elementary commutators are

$$[E_{mn},a^\dagger_{p\sigma}]=\delta_{np}a^\dagger_{m\sigma},\qquad [E_{mn},a_{q\sigma}]=-\delta_{mq}a_{n\sigma}.$$

Applying the product rule to the factors of $E_{pq}$ and $e_{pqrs}$ gives

$$[E_{mn},E_{pq}]=\delta_{np}E_{mq}-\delta_{mq}E_{pn},$$
$$[E_{mn},e_{pqrs}]=\delta_{np}e_{mqrs}-\delta_{mq}e_{pnrs}+\delta_{nr}e_{pqms}-\delta_{ms}e_{pqrn}.$$

In the Hamiltonian, the third term of the last line contributes

$$\tfrac12\sum_{pqs}g_{pqns}e_{pqms}=\tfrac12\sum_{pqs}g_{nspq}e_{mspq},$$

which is the first contribution with renamed indices. In the same way the fourth equals the second. The two equal pairs cancel the factor $\tfrac12$:

$$[E_{mn},H]=\sum_q h_{nq}E_{mq}-\sum_p h_{pm}E_{pn}+\sum_{qrs}g_{nqrs}e_{mqrs}-\sum_{prs}g_{pmrs}e_{pnrs}.$$

The expectation value of the first and third sums is $F_{mn}$. For the other two, use $D_{pn}=D_{np}$, $d_{pnrs}=d_{npsr}$ and $g_{pmrs}=g_{mpsr}$:

$$\sum_p D_{np}h_{mp}+\sum_{prs}d_{npsr}g_{mpsr}=F_{nm}.$$

Therefore $\langle0|[E_{mn},H]|0\rangle=F_{mn}-F_{nm}$. $\square$

## Proof of the theorem

Expanding the exponentials to first order gives

$$E(\kappa)=E(0)+\langle0|[\hat\kappa,H]|0\rangle+O(\kappa^2).$$

The coefficient of $\kappa_{pq}$ is

$$\langle0|[E_{pq}-E_{qp},H]|0\rangle=(F_{pq}-F_{qp})-(F_{qp}-F_{pq})=2(F_{pq}-F_{qp}).$$

The factor 2 arises because one antisymmetric parameter controls both $E_{pq}$ and $E_{qp}$.

Now write $A=E_{pq}-E_{qp}$. It satisfies $A^\dagger=-A$, and all matrix elements are real, so

$$\langle0|AH|0\rangle=\langle0|HA^\dagger|0\rangle=-\langle0|HA|0\rangle .$$

Hence $\langle0|[A,H]|0\rangle=-2\langle0|HA|0\rangle$. All first derivatives vanish precisely when every antisymmetric element of $F$ vanishes. $\blacksquare$

The function $A|0\rangle$ is the first-order change of the state under a rotation, apart from a sign. It is orthogonal to $|0\rangle$ because $\langle0|A|0\rangle=D_{pq}-D_{qp}=0$. The theorem therefore says that $H$ does not couple the state to its own orbital variations.

**Remark on scope.** A zero gradient may belong to a minimum, a maximum or a saddle point; the second derivatives decide. If only some rotations are allowed, only their conditions follow. A full MCSCF solution also requires stationary CI coefficients, which is a separate condition.

If the CI coefficients are complex while the orbitals remain real, the second part of Lemma 2 becomes $F_{nm}^*$. The derivative for a real rotation is then $2\,\mathrm{Re}(F_{pq}-F_{qp})$, and imaginary rotations need their own conditions.

**Remark on the energy.** Setting $p=q$ in $F_{pq}$ and summing counts the two-electron energy twice. Adding another one-electron energy and halving gives

$$E=\tfrac12\left(\sum_{pq}D_{pq}h_{pq}+\mathrm{Tr}\,F\right)+E_{\rm nuc}.$$

## Proposition 1: Fock matrix of a complete active space

Let $i,j$ label inactive orbitals, doubly occupied in every determinant; $t,u,v,w,x,y$ active orbitals; and $a$ virtual orbitals, empty in every determinant. Then

$$F_{aq}=0,\qquad F_{iq}=2(f^I_{qi}+f^A_{qi}),$$
$$F_{vq}=\sum_w D_{vw}f^I_{qw}+\sum_{wxy}d_{vwxy}g_{qwxy},$$

where

$$f^I_{qp}=h_{qp}+\sum_j(2g_{qpjj}-g_{qjjp}),\qquad f^A_{qp}=\sum_{vw}D_{vw}\left(g_{qpvw}-\tfrac12g_{qwvp}\right).$$

**Proof.** The first result follows from $\langle0|a^\dagger_{a\sigma}=0$. For an inactive orbital, $a^\dagger_{i\sigma}|0\rangle=0$. Moving this operator to the right gives

$$a^\dagger_{i\sigma}a^\dagger_{s\tau}a_{t\tau}a_{r\sigma}=-\delta_{it}\delta_{\sigma\tau}a^\dagger_{s\tau}a_{r\sigma}+\delta_{ir}a^\dagger_{s\tau}a_{t\tau}-a^\dagger_{s\tau}a_{t\tau}a_{r\sigma}a^\dagger_{i\sigma}.$$

Here $r,s,t$ are general indices. The last term annihilates the state, and the spin sums yield

$$d_{irst}=2\delta_{ir}D_{st}-\delta_{it}D_{sr}.$$

With $D_{ir}=2\delta_{ir}$, insertion into $F$ gives

$$F_{iq}=2h_{qi}+2\sum_{st}D_{st}g_{qist}-\sum_{rs}D_{sr}g_{qrsi}.$$

Splitting $D$ into its inactive part $2\delta_{jk}$ and its active part gives the stated inactive row.

For the active row, consider $d_{vrst}$. If $s=j$ is inactive, pair exchange and the preceding result give $d_{vrjt}=d_{jtvr}=2\delta_{jt}D_{vr}-\delta_{jr}D_{vt}$. These terms supply the Coulomb and exchange parts of $f^I$. If $s$ is active, neither annihilator can remove an inactive electron, since no creator would restore it. Then $r$ and $t$ are active too, which leaves the last sum in $F_{vq}$. $\square$

The gradients between classes are consequently

$$G_{ti}=2(F_{ti}-F_{it}),\qquad G_{ai}=-4(f^I+f^A)_{ai},\qquad G_{at}=-2F_{ta}.$$

## Proposition 2: redundant rotations

For distinct inactive orbitals, $E_{ij}|0\rangle=0$, so their mutual rotation leaves the state unchanged. The same holds for two virtual orbitals.

An active–active rotation needs a different argument. Let $|0\rangle$ be an eigenstate of $H$ projected onto a complete active space, with projector $P$ and energy $E$. The function $A_{tu}|0\rangle=(E_{tu}-E_{ut})|0\rangle$ stays in that space. Therefore

$$\langle0|HA_{tu}|0\rangle=\langle0|HPA_{tu}|0\rangle=E\langle0|A_{tu}|0\rangle=0.$$

This holds before the orbitals are optimized. It fails in general if the CI vector has not been optimized, or if the configuration list is not closed under $A_{tu}$. $\square$

## Corollary: closed shells and high-spin open shells

For one determinant with real spin density matrices $D^\sigma$, the two-particle density consists of a direct and a same-spin exchange part:

$$d_{prst}=D_{pr}D_{st}-\sum_\sigma D^\sigma_{pt}D^\sigma_{sr}.$$

Substitution, with $r$ and $t$ interchanged in the exchange sum, gives

$$F_{pq}=\sum_{\sigma r}D^\sigma_{pr}f^\sigma_{qr},\qquad f^\sigma_{qr}=h_{qr}+\sum_{st}(D_{st}g_{qrst}-D^\sigma_{st}g_{qtsr}).$$

In a closed shell, $f^\alpha=f^\beta=f$, so $F_{ia}=2f_{ai}$ and $F_{ai}=0$. Thus $G_{ai}=-4f_{ai}$, and stationarity is the usual Brillouin condition $f_{ai}=0$. The minus sign agrees with Lemma 1: to first order, $\tilde\phi_i=\phi_i-\kappa_{ai}\phi_a$.

In a high-spin open shell, closed orbitals $i$ hold both spins and open orbitals $t$ hold one $\alpha$ electron. Then $F_{iq}=f^\alpha_{qi}+f^\beta_{qi}$ and $F_{tq}=f^\alpha_{qt}$. The three gradients are

$$G_{ti}=2(f^\alpha_{it}-f^\alpha_{ti}-f^\beta_{ti})=-2f^\beta_{ti},$$
$$G_{at}=-2f^\alpha_{at},\qquad G_{ai}=-2(f^\alpha+f^\beta)_{ai}.$$

The $\alpha$ part cancels from $G_{ti}$ because both orbitals are occupied by $\alpha$ electrons. Their rotation changes only the occupied $\beta$ space. One spin-averaged Fock operator with a uniform prefactor does not reproduce these three conditions.

## Worked example: LiH

The molecule has a bond length of 4.0 bohr and is treated in the STO-3G basis. The orbital $1\sigma$ is inactive, and two electrons occupy the active orbitals $2\sigma,3\sigma$. The calculation illustrates the theorem; the small basis prevents an accurate molecular energy, and the numbers below are not converged in the basis. From STO-3G to cc-pVTZ the orbital relaxation energy changes from $-0.0326$ to $-0.0214$ hartree, the initial gradient norm from $0.0125$ to $0.0027$ hartree, and the negative eigenvalue of $C$ at convergence from $-0.236$ to $-0.193$; the qualitative conclusions remain. The signs of off-diagonal quantities such as $C_{23}$, $F_{pq}$ and $G_{pq}$ depend on the arbitrary phases of the orbitals: reversing the sign of one orbital reverses every such element that carries its index once.

**Density in RHF orbitals.** Write the active part of the singlet as $\sum_{tu}C_{tu}a^\dagger_{t\alpha}a^\dagger_{u\beta}$, with symmetric $C$. The optimized coefficients are $C_{22}=0.998742$, $C_{23}=C_{32}=0.020991$ and $C_{33}=-0.040412$. Summing both spins gives $D=2C^2$. For example,

$$D_{22}=2(0.998742^2+0.020991^2)=1.99585,$$
$$D_{23}=2(0.020991)(0.998742-0.040412)=0.04023.$$

**Gradient.** The Fock elements $F_{24}=-0.004765$ and $F_{34}=0.004026$ hartree, together with the empty virtual row, give

$$G_{42}=2(0+0.004765)=0.00953,\qquad G_{43}=2(0-0.004026)=-0.00805$$

in hartree per radian. Energy differences with explicitly rotated orbitals give the same values. The active pair has $F_{23}=F_{32}=-0.004373$ hartree and zero gradient, as Proposition 2 requires.

These gradients are small for a derivable reason. The RHF determinant alone satisfies its Brillouin conditions; its largest computed gradient is $5.4\times10^{-10}$ hartree. In the bilinear expression $-2\langle0|HA|0\rangle$, every remaining term contains at least one of the small CI coefficients.

A small gradient does not imply a small remaining energy error. The three largest components are $0.00953$, $-0.00805$ and $-0.00103$ hartree, and their combined norm is about $0.0125$ hartree. Yet optimizing the orbitals and CI coefficients lowers the energy from $-7.81869$ to $-7.85126$ hartree, a change of $-0.03257$ hartree. A straight line with the initial slope would need a rotation of length $0.0326/0.0125\approx2.6$ radians. The actual rotation is much shorter: the space spanned by the inactive and active orbitals turns by a single angle of about $0.98$ radian, and the inactive orbital itself turns by only $0.005$ radian. One angle suffices because this basis has a single virtual $\sigma$ orbital; in cc-pVTZ there are two, about $1.12$ and $0.03$ radian. The mean slope along the descent, about $0.0326/0.98\approx0.033$ hartree per radian, therefore exceeds the initial slope. The slope grows before it falls to zero at the optimized point, so the energy curves downward along part of the path, which the gradient alone does not reveal. Along the direct rotation, with the CI coefficients re-optimized at each point, the slope rises from $0.009$ to about $0.055$ hartree per radian near the middle; with the initial CI coefficients held fixed, the same rotation lowers the energy by only $0.0076$ hartree. Individual elements of $C$ depend on the redundant choice of active orbitals, but its eigenvalues do not; the negative one changes from $-0.041$ to $-0.236$ between the initial and the optimized state.

**Loss of redundancy.** Keep only the configurations $2\sigma^2$ and $3\sigma^2$, with coefficients $c_2,c_3$. With $|S_{23}\rangle$ the unnormalized open-shell singlet, $E_{32}|2\sigma^2\rangle=E_{23}|3\sigma^2\rangle=|S_{23}\rangle$. Hence

$$G_{32}=-2(c_2-c_3)\langle0|H|S_{23}\rangle .$$

The function $|S_{23}\rangle$ is missing from the configuration list, so CI optimization does not remove this coupling. The computed gradient is $0.01069$ hartree, again in agreement with energy differences.

**Converged orbitals.** An independently optimized CASSCF solution has a largest gradient of $7.6\times10^{-7}$ hartree. Its Fock matrix is symmetric to that accuracy but not diagonal: $F_{12}=F_{21}=0.01997$ and $F_{23}=F_{32}=0.03403$ hartree. The active–active element depends on the choice of active orbitals and can be brought to zero by a redundant rotation that diagonalizes the active block. Such a rotation only mixes $F_{12}$ and $F_{13}$ with each other, so they cannot both be removed. Orbital stationarity demands a vanishing antisymmetric part, not vanishing off-diagonal elements. The CASSCF energy lies $0.00091$ hartree above full CI in the same basis; this difference does not include the basis-set error, and it grows with the basis, to $0.0021$ hartree in 6-31G and $0.0107$ hartree in cc-pVDZ.

**What happens to separate configurations.** For a virtual orbital $a$ and an occupied orbital $q$, $E_{qa}|0\rangle=0$. The condition reduces to $\langle0|HE_{aq}|0\rangle=0$. For $a=4\sigma$ and $q=1\sigma$, the contributions from $2\sigma^2$, the open-shell pair and $3\sigma^2$ are

$$-0.000403-0.000227+0.000630=0.000000\ \text{hartree}.$$

The contracted replacement decouples although its components do not. The separate values refer to this particular choice of active orbitals and change under a redundant active–active rotation; only their vanishing sum is invariant.

For $q=2\sigma$ or $3\sigma$, however, each printed component also vanishes to six decimals. This stronger result follows from having two active electrons in a singlet. Define $|S_{au}\rangle$ by replacing the active part of the state with $a^\dagger_{a\alpha}a^\dagger_{u\beta}+a^\dagger_{u\alpha}a^\dagger_{a\beta}$. Then

$$E_{aq}|0\rangle=\sum_u C_{qu}|S_{au}\rangle,\qquad \sum_u C_{qu}X_u=0,\quad X_u=\langle0|H|S_{au}\rangle .$$

There are two equations for two couplings. At convergence,

$$\det C=(0.968402)(-0.232916)-(0.063042)^2=-0.2295,$$

so $C$ is invertible and both $X_u$ must vanish. For $q=1\sigma$ there is one contracted condition for several component couplings, and no such inversion is available.

**Open-shell case.** A triplet determinant with $1\sigma$ closed and $2\sigma,3\sigma$ open, built from the singlet RHF orbitals, gives

$$G_{21}=0.01784,\qquad G_{42}=0.28838,\qquad G_{41}=-0.07205\ \text{hartree}.$$

The spin-resolved Fock formulas and the energy differences agree. The nonzero values show that orbitals stationary for the closed-shell singlet are not stationary for this triplet.

The theorem was also tested away from these special states. For a random real vector in the space of all determinants with two $\alpha$ and two $\beta$ electrons, the largest gradient is $0.509$ hartree, and the largest deviation of the formula from energy differences is $4.9\times10^{-10}$ hartree. For the two CAS states, the numerical output lists the $\sigma$ block of $F$.

## Calculated quantities

```
LiH distance: 4.0 bohr; basis STO-3G, 6 orbitals
RHF total energy: -7.81784042 hartree
CAS(2,2) energy, RHF orbitals: -7.81868877 hartree
CASSCF(2,2) energy: -7.85125643 hartree
Full-CI energy, same basis: -7.85216622 hartree
Orbital relaxation energy: -0.03256767 hartree
CI coefficients: 2sig^2, 2sig(a)3sig(b), 3sig(a)2sig(b), 3sig^2
  RHF orbitals:     0.998742  0.020991  0.020991 -0.040412
  CASSCF orbitals:  0.968402  0.063042  0.063042 -0.232916
Active D (2sigma, 3sigma), RHF orbitals:
     1.995852    0.040232
     0.040232    0.004148
F, sigma block, RHF orbitals (hartree):
    -4.726189    0.000062    0.000424    0.000516
     0.000123   -0.486057   -0.004373   -0.004765
     0.000304   -0.004373   -0.001970    0.004026
     0.000000    0.000000    0.000000    0.000000
Gradient, RHF orbitals (hartree): 2(F_pq-F_qp), differences
  p=2sigma q=1sigma:   0.0001207   0.0001207
  p=3sigma q=1sigma:  -0.0002400  -0.0002400
  p=3sigma q=2sigma:   0.0000000   0.0000000
  p=4sigma q=1sigma:  -0.0010315  -0.0010315
  p=4sigma q=2sigma:   0.0095294   0.0095294
  p=4sigma q=3sigma:  -0.0080519  -0.0080519
F, sigma block, CASSCF orbitals (hartree):
    -4.722463    0.019969    0.002518    0.000000
     0.019969   -0.532173    0.034030    0.000000
     0.002518    0.034030   -0.059010    0.000000
     0.000000    0.000000    0.000000    0.000000
Largest gradient, CASSCF orbitals: 7.6e-07 hartree
Parts of <0|H E_aq|0>, a=4sigma, CASSCF orbitals (hartree)
  from 2sig^2, open-shell pair, 3sig^2; then their sum
  q=1sigma:  -0.000403  -0.000227   0.000630  sum -3.6e-09
  q=2sigma:   0.000000   0.000000   0.000000  sum -3.8e-07
  q=3sigma:   0.000000   0.000000   0.000000  sum -7.4e-08
Two-configuration state, 3sigma-2sigma: 0.0106875 hartree
  same by energy differences: 0.0106875 hartree
RHF determinant, largest gradient: 5.4e-10 hartree
Triplet determinant, RHF orbitals (hartree): formula, differences
  2sigma-1sigma: 0.0178415 0.0178415
  4sigma-2sigma: 0.2883829 0.2883829
  4sigma-1sigma: -0.0720533 -0.0720533
Random state, largest gradient: 0.508814 hartree
Random state, largest formula error: 4.9e-10 hartree
Finite rotation, energy mismatch: 2.7e-15 hartree
```
